\section*{Electron temperature of an argon plasma from its particle balance}

\section{Problem}

A steady argon plasma fills a processing chamber. Electron impact on argon atoms creates electron--ion pairs, and the ions are lost at the walls. The ionization rate coefficient is given by the fit
\begin{equation}
K(T_e)=K_0\,T_e^{0.59}\,e^{-E/T_e},\qquad
K_0=2.34\times10^{-14}\ \mathrm{m^3/s},\quad E=17.44\ \mathrm{eV},
\label{eq:K}
\end{equation}
where $T_e$ is the electron temperature in eV; in the power $T_e^{0.59}$ it stands for its numerical value. The thermal energy in joules is $eT_e$, with $e$ the elementary charge. The gas density is $n_g=3.3\times10^{20}\ \mathrm{m^{-3}}$, which at 300 K corresponds to a pressure of 1.37 Pa. The ion mass is $M=39.95\ \mathrm{u}=6.634\times10^{-26}$ kg.

The chamber enters through one effective length,
\begin{equation}
d_{\rm eff}=\frac{\bar n V}{\int n_s\,dA}=5\ \mathrm{cm},
\label{eq:deff}
\end{equation}
where $V$ is the plasma volume, $\bar n$ the mean plasma density, and $n_s$ the density at the edge of the thin sheath that covers the wall area $A$.

(a) Find $T_e$. (b) How does it change when $d_{\rm eff}$ is halved or doubled? (c) Does it depend on the absorbed power?

The electrons are taken as Maxwellian with the same $T_e$ everywhere, and the ions as cold and singly charged. The gas is uniform and not depleted. Ionization from excited atoms, recombination in the volume and negative ions are neglected.

\section{First estimate by scaling}

An ion pulled outward by the electric field of the plasma gains an energy of order $eT_e$, so its speed at the edge is of order $\sqrt{eT_e/M}$. It therefore stays in the plasma for a time of order $d_{\rm eff}/\sqrt{eT_e/M}$. In a steady state each electron must produce one new pair in that time:
\begin{equation}
K(T_e)\,n_g\sim\frac{1}{d_{\rm eff}}\sqrt{\frac{eT_e}{M}} .
\label{eq:scaling}
\end{equation}
The exponential in $K$ varies much faster than the powers of $T_e$. For a first estimate, the powers on both sides are replaced by their values at 1 eV. The speed becomes $\sqrt{e/M}=1554$ m/s, where $\sqrt{e/M}$ denotes the value of $\sqrt{eT_e/M}$ at $T_e=1$ eV, and
\begin{equation}
e^{-E/T_e}\approx C,\qquad
C=\frac{\sqrt{e/M}}{K_0n_gd_{\rm eff}}
=\frac{1554}{3.861\times10^{5}}=4.025\times10^{-3}.
\label{eq:C}
\end{equation}
Taking the logarithm gives
\begin{equation}
T_e^{(0)}=\frac{E}{\ln(1/C)}=\frac{17.44}{5.515}\ \mathrm{eV}=3.16\ \mathrm{eV}.
\label{eq:T0}
\end{equation}
The plasma needs a temperature well below $E$, because only a small fraction of the electrons has to be able to ionize.

\section{Exact solution of the model}

\subsection{The ion speed at the sheath edge}

Let the potential $\phi$, in volts, be zero at the sheath edge and negative towards the wall. The electrons follow the Boltzmann relation $n_e=n_se^{\phi/T_e}$. The ions enter with speed $u_s$ and fall freely through the sheath, so that
\begin{equation}
\tfrac12Mu^2+e\phi=\tfrac12Mu_s^2,\qquad n_iu=n_su_s .
\end{equation}
Solving the first relation for $u$ and inserting it in the second gives, for small $|\phi|$,
\begin{equation}
n_i=n_s\left(1-\frac{2e\phi}{Mu_s^2}\right)^{-1/2}
\approx n_s\left(1+\frac{e\phi}{Mu_s^2}\right),\qquad
n_e\approx n_s\left(1+\frac{\phi}{T_e}\right).
\end{equation}
The difference is
\begin{equation}
n_i-n_e\approx n_s\,\phi\left(\frac{e}{Mu_s^2}-\frac1{T_e}\right).
\end{equation}
A sheath that repels electrons has positive space charge. Since $\phi<0$, the bracket must not be positive, which requires $u_s^2\ge eT_e/M$. The quasineutral plasma, on its side, can accelerate the ions smoothly only up to this speed, as Section~\ref{sec:slab} shows for a slab. The two regions therefore join at the Bohm speed
\begin{equation}
u_B=\sqrt{\frac{eT_e}{M}} .
\label{eq:uB}
\end{equation}

\subsection{Particle balance}

The number of ions grows by $Kn_gn$ per unit volume and time, and falls by the flux $n_su_B$ through each unit of wall area. Since $K$, $n_g$ and $u_B$ are uniform,
\begin{equation}
\frac{d(\bar nV)}{dt}=Kn_g\,\bar nV-u_B\int n_s\,dA .
\end{equation}
By Eq.~(\ref{eq:deff}) the last integral is $\bar nV/d_{\rm eff}$. Division by $V$ gives
\begin{equation}
\frac{d\bar n}{dt}=\bar n\left(Kn_g-\frac{u_B}{d_{\rm eff}}\right).
\label{eq:balance}
\end{equation}
A steady state with $\bar n>0$ requires the bracket to vanish:
\begin{equation}
\frac{K(T_e)}{u_B(T_e)}=\frac{1}{n_gd_{\rm eff}}=6.06\times10^{-20}\ \mathrm{m^2}.
\label{eq:steady}
\end{equation}
The plasma density has cancelled, because gain and loss are both proportional to it. Equation~(\ref{eq:steady}) is the scaling relation (\ref{eq:scaling}) with an equality sign; the definition of $d_{\rm eff}$ has absorbed the geometric factor.

\subsection{One equation for the temperature}

Inserting Eqs.~(\ref{eq:K}) and (\ref{eq:uB}) and dividing the powers of $T_e$ leaves the exponent
\begin{equation}
a=0.59-0.50=0.09,
\end{equation}
and, with $C$ from Eq.~(\ref{eq:C}),
\begin{equation}
T_e^{\,a}\,e^{-E/T_e}=C .
\label{eq:root}
\end{equation}
The logarithm of the left side has the derivative
\begin{equation}
\frac{d}{dT_e}\left(a\ln T_e-\frac{E}{T_e}\right)=\frac{a}{T_e}+\frac{E}{T_e^2}>0 .
\end{equation}
The left side thus rises steadily, from zero for $T_e\to0$ to infinity for $T_e\to\infty$, and takes the value $C$ once. There is one root.

To find it, take the logarithm of Eq.~(\ref{eq:root}), $a\ln T_e-E/T_e=\ln C$, and solve for the $T_e$ in the steep term:
\begin{equation}
T_e=\frac{E}{\ln(1/C)+a\ln T_e}.
\label{eq:iter}
\end{equation}
A trial value on the right gives a better one on the left. Starting from 3 eV,
\begin{align}
T_e&\to\frac{17.44}{5.5152+0.09\ln 3}=3.1065\ \mathrm{eV},\\
T_e&\to\frac{17.44}{5.5152+0.09\ln 3.1065}=3.1047\ \mathrm{eV},
\end{align}
and the next step gives 3.1048 eV. The speed of convergence follows from the derivative of the right side of Eq.~(\ref{eq:iter}). At the root its denominator equals $E/T_e$, so the derivative is
\begin{equation}
-\frac{E\,a/T_e}{(E/T_e)^2}=-\frac{aT_e}{E}=-0.016 .
\end{equation}
Close to the root, each step reduces the error to about 1.6\,\% of its former size and reverses its sign.

The root can also be written in closed form. With $y=E/T_e$, Eq.~(\ref{eq:root}) reads $(E/y)^ae^{-y}=C$, or $y^ae^y=E^a/C$. Raising both sides to the power $1/a$ and dividing by $a$ gives
\begin{equation}
\frac ya\,e^{y/a}=\frac Ea\,C^{-1/a}\equiv z .
\end{equation}
The Lambert function $W$ is defined by $We^W=z$. For $z>0$ it has one real value, so $y/a=W(z)$ and
\begin{equation}
T_e=\frac{E}{a\,W(z)} .
\label{eq:lambert}
\end{equation}
This gives 3.1048 eV as well. The answer to (a) is
\begin{equation}
T_e\approx3.1\ \mathrm{eV},
\end{equation}
or $3.6\times10^4$ K.

\subsection{Check by substitution}

The two frequencies in Eq.~(\ref{eq:balance}), in units of $10^4\ \mathrm{s^{-1}}$, are:
\begin{center}
\begin{tabular}{ccc}
$T_e$ (eV) & $Kn_g$ & $u_B/d_{\rm eff}$\\
3.0 & 4.41 & 5.38\\
3.1 & 5.42 & 5.47\\
3.2 & 6.59 & 5.56
\end{tabular}
\end{center}
At 3.0 eV the plasma loses ions faster than it makes them, and at 3.2 eV the reverse holds. Over this range ionization rises by about half, while the loss rises by about 3\,\%. At the root $K=1.66\times10^{-16}\ \mathrm{m^3/s}$ and $u_B=2738$ m/s, and both frequencies are $5.48\times10^4\ \mathrm{s^{-1}}$.

\section{Comparison of the estimate with the solution}

The estimate of 3.16 eV lies 1.8\,\% above the root. Dividing Eq.~(\ref{eq:T0}) by Eq.~(\ref{eq:iter}) shows why:
\begin{equation}
\frac{T_e^{(0)}}{T_e}=1+\frac{a\ln T_e}{\ln(1/C)}
=1+\frac{0.09\times1.133}{5.515}=1.018 .
\label{eq:error}
\end{equation}
Two things keep the error small. The powers in $K$ and $u_B$ nearly cancel, leaving $a=0.09$, and what remains is compared with the large logarithm $\ln(1/C)$.

The estimate fails when that logarithm is small. If $n_gd_{\rm eff}$ is lowered until $C=1$, Eq.~(\ref{eq:T0}) diverges, while Eq.~(\ref{eq:root}) still has a finite root, given by $T_e\ln T_e=E/a$. That root is near 50 eV, where a fit meant for a few eV has no authority, so neither result describes a plasma there. In the opposite limit of large $n_gd_{\rm eff}$, $\ln(1/C)$ grows, $T_e$ falls slowly, and the relative error in Eq.~(\ref{eq:error}) shrinks as long as $T_e$ stays above 1 eV. It vanishes at 1 eV, the temperature at which the powers were evaluated, and changes sign below.

\subsection{Changing the size or the gas density}

By Eq.~(\ref{eq:C}), $\ln C$ falls by the amount by which $\ln(n_gd_{\rm eff})$ rises. Differentiating $a\ln T_e-E/T_e=\ln C$, with $d(-E/T_e)=(E/T_e)\,d\ln T_e$, gives
\begin{equation}
\frac{d\ln T_e}{d\ln(n_gd_{\rm eff})}=-\frac{1}{a+E/T_e}
=-\frac{1}{0.09+5.617}=-0.175 .
\label{eq:sens}
\end{equation}
A 10\,\% longer $d_{\rm eff}$ lowers $T_e$ by a little under 2\,\%. For factors of two the full equation must be solved. This answers (b); the last column is the estimate $E/\ln(1/C)$, with $\ln(1/C)=5.515\mp0.693$ for the changed lengths:
\begin{center}
\begin{tabular}{ccc}
$d_{\rm eff}$ (cm) & root (eV) & estimate (eV)\\
2.5 & 3.53 & 3.62\\
5 & 3.10 & 3.16\\
10 & 2.77 & 2.81
\end{tabular}
\end{center}
In a smaller plasma the ions escape sooner, so each electron must ionize more often. The exponential provides this with a modest rise in temperature.

Since $n_g$ and $d_{\rm eff}$ enter as a product, halving the gas density at fixed $d_{\rm eff}$ also gives 3.53 eV. Heating the gas from 300 K to 600 K at constant pressure would do this. In a real chamber $d_{\rm eff}$ itself depends on $n_g$, because collisions of the ions with the gas change the density profile. Equation~(\ref{eq:sens}) then needs the change of the whole product.

The same formula shows how the answer responds to an error in the rate coefficient. $K_0$ stands in the same product as $n_gd_{\rm eff}$, so a rate coefficient 20\,\% larger would lower $T_e$ by about $0.175\ln1.2=3\,\%$, or 0.1 eV. The 20\,\% is only an example: rate coefficients for argon from other cross sections or fits can differ by more near 3 eV and move the root by 0.15 to 0.3 eV. The Maxwellian assumption weighs more still, because ionization draws on the tail of the distribution; with a Druyvesteyn distribution, whose tail is depleted, the effective temperature (two thirds of the mean energy) comes out more than 1 eV higher. For a real discharge even the first decimal of 3.1 eV is therefore uncertain; the further figures only check the arithmetic.

\subsection{The role of the power}

Let $p$ be the absorbed power per unit volume. As a simple model, each ionization costs the electrons $E_i=45$ eV, including the excitation that accompanies it, and each pair lost at the wall carries away $E_w=20$ eV. Both are round model values. Standard rate fits for argon put the collisional cost nearer 60 eV at this temperature, which would lower the densities below by about 20\,\% and leave the steady $T_e$ unchanged. The electron energy then obeys
\begin{equation}
\frac{d}{dt}\left(\tfrac32\bar n\,eT_e\right)
=p-e\bar n\left(E_iKn_g+E_w\frac{u_B}{d_{\rm eff}}\right).
\end{equation}
In the steady state Eq.~(\ref{eq:steady}) makes the two frequencies equal, so
\begin{equation}
\bar n=\frac{p\,d_{\rm eff}}{e(E_i+E_w)u_B} .
\label{eq:n}
\end{equation}
For $p=10^4\ \mathrm{W/m^3}$ this is
\begin{equation}
\bar n=\frac{10^4\times0.05}{1.602\times10^{-19}\times65\times2738}\ \mathrm{m^{-3}}
=1.75\times10^{16}\ \mathrm{m^{-3}} .
\end{equation}
Integrating the particle and energy equations in time confirms this density. At $2\times10^4\ \mathrm{W/m^3}$ the density settles at $3.51\times10^{16}\ \mathrm{m^{-3}}$, twice as high, and the temperature again at 3.10 eV. Extra power first heats the electrons; ionization then exceeds the loss, the density rises, and the power per electron falls until the balance is restored.

The answer to (c) is therefore no, within this model: power sets the density and not the steady temperature. The conclusion fails when power changes a quantity in Eq.~(\ref{eq:steady}), for instance by heating and thinning the gas, or by raising the density so that electron--electron collisions reshape the energy distribution and with it $K$, or when a neglected process that is not proportional to $\bar n$ matters, such as ionization from excited atoms.

\section{Where the effective length comes from: a slab}
\label{sec:slab}

A slab between two plane walls at $x=\pm l$ shows what $d_{\rm eff}$ contains. Let $\nu=Kn_g$, and let friction with the gas slow the ions at a constant frequency $\nu_f$. Continuity and the momentum balance of the cold ions read
\begin{equation}
\frac{d(nu)}{dx}=\nu n,\qquad
\frac{d(Mnu^2)}{dx}=-eT_e\frac{dn}{dx}-Mn\nu_fu .
\end{equation}
The first term on the right of the momentum balance is the electric force on the ions, rewritten with the Boltzmann relation for the electrons. New ions start at rest. Subtracting $Mu$ times the continuity equation, and using $v=u/u_B$, $s=\nu x/u_B$ and $b=1+\nu_f/\nu$, gives
\begin{equation}
\frac{dv}{ds}+v\frac{d\ln n}{ds}=1,\qquad
v\frac{dv}{ds}+\frac{d\ln n}{ds}+bv=0 .
\end{equation}
Eliminating $d\ln n/ds$ yields
\begin{equation}
\frac{dv}{ds}=\frac{1+bv^2}{1-v^2} .
\end{equation}
The slope diverges at $v=1$. The quasineutral solution ends where the ions reach the Bohm speed, and there the sheath begins. Integrating $ds/dv$ from the midplane, $v=0$, to the edge gives the half gap:
\begin{equation}
\frac{\nu l}{u_B}=\int_0^1\frac{1-v^2}{1+bv^2}\,dv
=\left(1+\frac1b\right)\frac{\arctan\sqrt b}{\sqrt b}-\frac1b .
\label{eq:slab}
\end{equation}
Integrating the continuity equation over the half gap gives $\nu\bar nl=n_su_B$. For the slab Eq.~(\ref{eq:deff}) reads $d_{\rm eff}=\bar nl/n_s$, which is therefore $u_B/\nu$, in agreement with Eq.~(\ref{eq:steady}). The right side of Eq.~(\ref{eq:slab}) is then $l/d_{\rm eff}=n_s/\bar n$.

Take a full gap of 4 cm, the gas density of the problem, and $\nu_f=2\times10^5\ \mathrm{s^{-1}}$ as a round model value. The profile, solved numerically, fits the gap at $T_e=3.15$ eV. Its edge density is 0.433 of the mean, so that
\begin{equation}
d_{\rm eff}=\frac{2.0\ \mathrm{cm}}{0.433}=4.62\ \mathrm{cm} .
\end{equation}
With this length the closed form (\ref{eq:lambert}) returns the same 3.15 eV. The ratio of volume to wall area is 2 cm; used in place of $d_{\rm eff}$ it would give 3.70 eV, which is 17\,\% too high. It assumes that the density at the edge equals the mean, and so overestimates the loss. The constant $\nu_f$ is a simplification. In real argon, charge exchange makes the friction grow with the ion speed, and near the edge it exceeds the value taken here. Stronger friction lowers $n_s/\bar n$, which lengthens $d_{\rm eff}$ and lowers $T_e$. The values used here are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
argon mass: 39.95 u = 6.6339e-26 kg
gas density n_g: 3.30e+20 m^-3
effective length d_eff: 5.0 cm
gas pressure at 300 K: 1.367 Pa
n_g*d_eff: 1.650e+19 m^-2
required K/u_B = 1/(n_g*d_eff): 6.0606e-20 m^2
sqrt(e/M), Bohm speed at 1 eV: 1554.1 m/s
K0*n_g*d_eff: 3.8610e+05 m/s
C (Te as number in eV): 4.02506e-03
ln(1/C): 5.5152
iterate 0: 3.000000 eV
iterate 1: 3.106469 eV
iterate 2: 3.104734 eV
iterate 3: 3.104761 eV
error shrink factor, observed: 0.0160
error shrink factor, a*Te/E: 0.0160
Te=3.0 eV: K*n_g = 4.4110e+04 1/s, u_B/d_eff = 5.3835e+04 1/s
Te=3.1 eV: K*n_g = 5.4247e+04 1/s, u_B/d_eff = 5.4725e+04 1/s
Te=3.2 eV: K*n_g = 6.5897e+04 1/s, u_B/d_eff = 5.5600e+04 1/s
root Te: 3.1048 eV
closed form Te: 3.1048 eV
Te as temperature: 3.603e+04 K
K at root: 1.6596e-16 m^3/s
u_B at root: 2738.3 m/s
K*n_g at root: 5.4767e+04 1/s
u_B/d_eff at root: 5.4767e+04 1/s
E/Te at root: 5.6172
sensitivity dlnTe/dln(n_g*d_eff): -0.1752
sensitivity by finite difference: -0.1752
Te for d_eff 2.5 cm: 3.533 eV
Te for d_eff 10 cm: 2.768 eV
energy cost: 45 eV per ionization, 20 eV per wall loss
power 1e+04 W/m^3: final Te = 3.1048 eV, n = 1.7533e+16 m^-3
power 2e+04 W/m^3: final Te = 3.1048 eV, n = 3.5066e+16 m^-3
slab full gap: 4.0 cm
slab ion friction frequency: 2.0e+05 1/s
slab Te from resolved profile: 3.1481 eV
slab edge/midplane density: 0.3565
slab edge/mean density: 0.4327
slab d_eff from profile: 4.622 cm
slab Te from global formula: 3.1481 eV
slab Te if d_eff = V/A (wrong): 3.6976 eV
\end{verbatim}
